# The three-omega slope relation for a narrow heater: verification in Python

```python
# Result under test: a narrow heater on a half-space, driven by I0*cos(w*t), has
#   d(Re T)/d(ln w) = -P/(2*pi*L*k),
# T: complex amplitude of the mean heater temperature at 2w; P = I0^2*R/2.
# b: half-width, L: length, k: conductivity, D: diffusivity, q^2 = 2i*w/D.
# Omega = 2*w*b^2/D; F = pi*L*k*T/P is the dimensionless temperature.
# beta = dR/dT; all electrical and thermal amplitudes are peak values.
import numpy as np
from scipy.sparse import diags, kron
from scipy.sparse.linalg import spsolve
from scipy.special import j0, kv

gamma = np.euler_gamma
eta = 1.5 - gamma

# Composite Gauss quadrature in y = lambda*b
edges = np.concatenate(([0.0], np.geomspace(1e-6, 1, 60), np.arange(2, 2001)))
node, weight = np.polynomial.legendre.leggauss(16)
half = np.diff(edges) / 2
y = ((edges[:-1] + half)[:, None] + half[:, None] * node).ravel()
wy = (half[:, None] * weight).ravel()
sinc_y = np.sinc(y / np.pi)


def strip(Omega, profile="uniform", back=None, depth=None):
    root = np.sqrt(y**2 + 1j * Omega)
    source = sinc_y if profile == "uniform" else j0(y)
    kernel = 1 / root
    if back == "isothermal":
        kernel = kernel * np.tanh(root * depth)
    if back == "insulated":
        kernel = kernel / np.tanh(root * depth)
    return np.sum(wy * source * sinc_y * kernel)


# Finite-volume solution of the heat equation, lengths in units of b
def conductance_matrix(cell_edges):
    centers = (cell_edges[1:] + cell_edges[:-1]) / 2
    g = 1 / np.diff(centers)
    diagonal = np.r_[g, 0] + np.r_[0, g]
    return diags([-g, diagonal, -g], [-1, 0, 1])


stretch = np.expm1(8 * np.linspace(0, 1, 91)) / np.expm1(8)
inside = 1 - np.linspace(1, 0, 31)**2
x_edges = np.r_[inside, 1 + 59 * stretch[1:]]
z_edges = 60 * stretch
dx, dz = np.diff(x_edges), np.diff(z_edges)
stiffness = (kron(conductance_matrix(x_edges), diags(dz))
             + kron(diags(dx), conductance_matrix(z_edges)))
volume = kron(diags(dx), diags(dz))


def finite_volume(Omega):
    load = np.zeros((len(dx), len(dz)), complex)
    load[:30, 0] = 0.5 * dx[:30]
    matrix = (stiffness + 1j * Omega * volume).tocsc()
    temperature = spsolve(matrix, load.ravel()).reshape(load.shape)
    surface = temperature[:30, 0] + 0.5 * dz[0] / 2
    return np.pi * np.sum(surface * dx[:30])


fv_low, fv_high = finite_volume(0.05), finite_volume(0.10)
assert abs(fv_low - strip(0.05)) < 0.01
assert abs(fv_high - strip(0.10)) < 0.01
fv_slope = (fv_high - fv_low).real / np.log(2)
fv_expected = -0.5 + np.pi * 0.05 / (24 * np.log(2))
assert abs(fv_slope - fv_expected) < 0.002

# Constant, phase and first width correction
small = strip(1e-4)
constant_numeric = small.real + 0.5 * np.log(1e-4)
assert abs(constant_numeric - eta) < 5e-5
assert abs(small.imag + np.pi / 4) < 2e-4
residual = strip(0.01).real + 0.5 * np.log(0.01) - eta
assert abs(residual / (np.pi * 0.01 / 24) - 1) < 0.01

# A different flux profile: same slope, different constant
iso_a, iso_b = strip(1e-4, "edge"), strip(1e-3, "edge")
iso_slope = (iso_b - iso_a).real / np.log(10)
iso_constant = iso_a.real + 0.5 * np.log(1e-4)
assert abs(iso_slope + 0.5) < 5e-4
assert abs(iso_constant - (2 * np.log(2) - gamma)) < 1e-4

# Worked example in SI units
k, C = 1.5, 2.0e6
b, L, depth = 5e-6, 5e-3, 1e-3
I0, R, beta = 0.010, 20.0, 0.06
D, P = k / C, I0**2 * R / 2
f = np.array([10.0, 100.0])
omega = 2 * np.pi * f
q = np.sqrt(2j * omega / D)
Omega = 2 * omega * b**2 / D


# Finite rectangle: average of point sources over source and sensor positions
def rectangle(q_value):
    t, wt = np.polynomial.legendre.leggauss(60)
    s, ws = np.polynomial.legendre.leggauss(300)
    t, wt = (t + 1) / 2, wt / 2
    s, ws = (s + 1) / 2, ws / 2
    r = 2 * b * t**3
    top = np.arcsinh(L / r)
    arg = top[:, None] * s
    value = ((1 - r[:, None] * np.sinh(arg) / L)
             * np.exp(-q_value * r[:, None] * np.cosh(arg)))
    inner = top * (value @ ws)
    return np.sum(wt * 6 * t**2 * (1 - t**3) * inner)


F = np.array([rectangle(value) for value in q])
width_part = np.pi * (Omega[1] - Omega[0]) / 24
length_part = (1 / abs(q[0]) - 1 / abs(q[1])) / (np.sqrt(2) * L)
ideal_drop = 0.5 * np.log(f[1] / f[0])
corrected_drop = ideal_drop - width_part - length_part
assert abs((F[0] - F[1]).real - corrected_drop) < 3e-4

T = P * F / (np.pi * L * k)

# Electrical harmonics from sampled waveforms
theta = 2 * np.pi * np.arange(64) / 64
current = I0 * np.cos(theta)
V3 = []
for amplitude in T:
    resistance = R + beta * (amplitude * np.exp(2j * theta)).real
    third = 2 * np.mean(current * resistance * np.exp(-3j * theta))
    power2 = 2 * np.mean(current**2 * resistance * np.exp(-2j * theta))
    assert abs(third / (0.5 * I0 * beta * amplitude) - 1) < 1e-9
    assert abs(power2 / (P * (1 + beta * amplitude / R)) - 1) < 1e-10
    V3.append(third)
V3 = np.array(V3)

V3_slope = (V3[1] - V3[0]).real / np.log(f[1] / f[0])
k_apparent = I0**3 * R * beta / (8 * np.pi * L * abs(V3_slope))
k_corrected = k_apparent * corrected_drop / ideal_drop
assert k_apparent > k
assert abs(k_corrected / k - 1) < 1e-3

# Effect of resistance modulation on the two-frequency slope
T_feedback = T / (1 - beta * T / R)
feedback = (T_feedback[1] - T_feedback[0]).real / (T[1] - T[0]).real - 1
feedback_estimate = beta * (T[0] + T[1]).real / R
assert abs(feedback / feedback_estimate - 1) < 0.05


# Back surface: slab integral compared with a sum of images
def back_change(frequency, back):
    Om = 4 * np.pi * frequency * b**2 / D
    step = 0.01
    upper, lower = Om * np.exp(step), Om * np.exp(-step)
    change = (strip(upper, back=back, depth=depth / b) - strip(upper)
              - strip(lower, back=back, depth=depth / b) + strip(lower))
    numeric = change.real / (2 * step)
    sign = -1 if back == "isothermal" else 1
    n = np.arange(1, 31)
    arg = 2 * n * depth * np.sqrt(4j * np.pi * frequency / D)
    image = np.sum(-(float(sign)**n) * arg * kv(1, arg)).real
    assert abs(numeric - image) < 1e-4
    return image / -0.5


back_iso_1 = back_change(1.0, "isothermal")
back_ins_1 = back_change(1.0, "insulated")
back_iso_10 = back_change(10.0, "isothermal")
assert abs(back_iso_10) < 1e-4 < abs(back_iso_1)

print(f"conductivity k = {k:.3f} W/(m K)")
print(f"heat capacity C = {C/1e6:.2f} MJ/(m^3 K)")
print(f"diffusivity D = {D*1e6:.3f} mm^2/s")
print(f"half-width b = {b*1e6:.1f} um")
print(f"length L = {L*1e3:.1f} mm")
print(f"substrate thickness in back test = {depth*1e3:.1f} mm")
print(f"current amplitude I0 = {I0*1e3:.1f} mA")
print(f"resistance R = {R:.1f} ohm; beta = {beta:.3f} ohm/K")
print(f"power amplitude P = {P*1e3:.3f} mW")
print(f"uniform-flux constant, formula = {eta:.5f} (no unit)")
print(f"uniform-flux constant, integral = {constant_numeric:.5f} (no unit)")
print(f"isothermal-flux constant, integral = {iso_constant:.5f} (no unit)")
print(f"isothermal-flux slope of F = {iso_slope:.5f} (no unit)")
print(f"finite-volume slope of F, Omega 0.05-0.10 = {fv_slope:.5f} (no unit)")
print(f"formula slope with width term = {fv_expected:.5f} (no unit)")
for i in range(2):
    print(f"at current frequency {f[i]:.0f} Hz:")
    print(f"  thermal length 1/|q| = {1e6/abs(q[i]):.2f} um")
    print(f"  Omega = {Omega[i]:.5f}; |q|b = {abs(q[i])*b:.4f} (no unit)")
    print(f"  F = {F[i].real:.5f} {F[i].imag:+.5f} i (no unit)")
    print(f"  in-phase T = {T[i].real*1e3:.3f} mK")
    print(f"  out-of-phase T = {T[i].imag*1e3:.3f} mK")
    print(f"  in-phase V3 = {V3[i].real*1e6:.4f} uV")
    print(f"  local width loss of slope = {100*np.pi*Omega[i]/12:.3f} %")
    print(f"  local length loss = {100/(np.sqrt(2)*abs(q[i])*L):.3f} %")
ideal_T_slope = -P / (2 * np.pi * L * k)
actual_T_slope = (T[1] - T[0]).real / np.log(f[1] / f[0])
print(f"ideal T slope = {ideal_T_slope*1e3:.4f} mK per unit ln(w)")
print(f"rectangle T slope = {actual_T_slope*1e3:.4f} mK per unit ln(w)")
print(f"V3 slope = {V3_slope*1e6:.5f} uV per unit ln(w)")
print(f"ideal drop of Re F = {ideal_drop:.5f} (no unit)")
print(f"width part = {width_part:.5f}; length part = {length_part:.5f} (no unit)")
print(f"corrected drop of Re F = {corrected_drop:.5f} (no unit)")
print(f"apparent k = {k_apparent:.4f} W/(m K)")
print(f"apparent k excess = {100*(k_apparent/k-1):.3f} %")
print(f"corrected k = {k_corrected:.4f} W/(m K)")
print(f"neglected feedback change of slope = {100*feedback:.3f} %")
print(f"isothermal back, slope change at 1 Hz = {100*back_iso_1:.3f} %")
print(f"insulated back, slope change at 1 Hz = {100*back_ins_1:.3f} %")
print(f"isothermal back, slope change at 10 Hz = {100*back_iso_10:.1e} %")
print("no test failed")
```

Printed output:

```
conductivity k = 1.500 W/(m K)
heat capacity C = 2.00 MJ/(m^3 K)
diffusivity D = 0.750 mm^2/s
half-width b = 5.0 um
length L = 5.0 mm
substrate thickness in back test = 1.0 mm
current amplitude I0 = 10.0 mA
resistance R = 20.0 ohm; beta = 0.060 ohm/K
power amplitude P = 1.000 mW
uniform-flux constant, formula = 0.92278 (no unit)
uniform-flux constant, integral = 0.92280 (no unit)
isothermal-flux constant, integral = 0.80909 (no unit)
isothermal-flux slope of F = -0.49994 (no unit)
finite-volume slope of F, Omega 0.05-0.10 = -0.49146 (no unit)
formula slope with width term = -0.49056 (no unit)
at current frequency 10 Hz:
  thermal length 1/|q| = 77.25 um
  Omega = 0.00419; |q|b = 0.0647 (no unit)
  F = 3.65073 -0.77187 i (no unit)
  in-phase T = 154.942 mK
  out-of-phase T = -32.759 mK
  in-phase V3 = 46.4825 uV
  local width loss of slope = 0.110 %
  local length loss = 1.093 %
at current frequency 100 Hz:
  thermal length 1/|q| = 24.43 um
  Omega = 0.04189; |q|b = 0.2047 (no unit)
  F = 2.51173 -0.76386 i (no unit)
  in-phase T = 106.601 mK
  out-of-phase T = -32.419 mK
  in-phase V3 = 31.9803 uV
  local width loss of slope = 1.097 %
  local length loss = 0.345 %
ideal T slope = -21.2207 mK per unit ln(w)
rectangle T slope = -20.9941 mK per unit ln(w)
V3 slope = -6.29824 uV per unit ln(w)
ideal drop of Re F = 1.15129 (no unit)
width part = 0.00493; length part = 0.00747 (no unit)
corrected drop of Re F = 1.13889 (no unit)
apparent k = 1.5162 W/(m K)
apparent k excess = 1.079 %
corrected k = 1.4998 W/(m K)
neglected feedback change of slope = 0.078 %
isothermal back, slope change at 1 Hz = -1.482 %
insulated back, slope change at 1 Hz = 1.486 %
isothermal back, slope change at 10 Hz = -8.7e-06 %
no test failed
```
